Hartree-Fock emptying of spin-valley components in an ideal two-valley layer

**Problem**

A two-dimensional electron layer has two equivalent valleys and two spin directions, hence four spin-valley components. Its total density n is lowered slowly at zero temperature. Compare the uniform Hartree-Fock states in which four, three, two or one components are equally filled and the others are empty. At which values of the interaction parameter does the state of lowest energy change?

The layer is ideal. It has zero thickness, one subband, an isotropic mass m and a uniform neutralizing background. Electrons repel with energy e²/(4πεr), whichever valleys they occupy. There is no magnetic field, valley splitting, disorder or intervalley exchange. The units and the interaction parameter are

a = 4πεħ²/(me²),  Ry* = ħ²/(2ma²),  r_s = 1/(a√(πn)).

Here r_s is defined by the total density, so it does not change when electrons move between components at fixed n.

**A tempting solution**

Let component i hold the fraction x_i of the electrons. Its Fermi disc has radius k_i. Counting states gives

n x_i = πk_i²/(2π)² = k_i²/(4π), so k_i a = 2√x_i/r_s.

The mean of k² over a disc is k_i²/2, so the kinetic energy per electron of that component is ħ²k_i²/(4m) = Ry*(k_i a)²/2 = 2Ry* x_i/r_s².

The direct Coulomb energy cancels against the background. Exchange acts within each component, because different spin-valley states are orthogonal. With the Coulomb transform v(q) = e²/(2εq), the exchange energy per electron of component i is

ε_x = −½ ∫ d²q/(2π)² v(q) O(q).

O(q) is the fraction of the Fermi disc that it shares with a copy displaced by q. With h = q/(2k_i), plane geometry gives

O = (2/π)[arccos h − h√(1−h²)] for h < 1, and zero beyond.

Using d²q = 2πq dq and dq = 2k_i dh,

ε_x = −[e²/(8πε)] 2k_i ∫₀¹ O dh.

The integral of arccos h from 0 to 1 is 1, and that of h√(1−h²) is 1/3. Hence ∫₀¹ O dh = (2/π)(2/3) = 4/(3π). Since e²/(4πε) = 2Ry* a,

ε_x = −(8/(3π)) k_i a Ry* = −16√x_i Ry*/(3πr_s).

Weighting each component by x_i gives the energy per electron of the whole layer:

E/Ry* = Σ f(x_i),  f(x) = 2x²/r_s² − 16x^(3/2)/(3πr_s).

So far everything is correct. The tempting step is to say that p filled components stay filled until their equal filling becomes unstable. Move a small fraction δ from one filled component to another. The first-order terms cancel, and the energy changes by f″(1/p)δ², where

f″(x) = 4/r_s² − 4/(πr_s√x).

This vanishes at r_s = π/√p. The attempted answer is therefore

4→3 at 1.571, 3→2 at 1.814, 2→1 at 2.221.

**Where it fails**

The curvature is right, but it answers a different question. It tells when a state ceases to be a local minimum with respect to this transfer. The problem asks when another state has lower energy, and that can happen earlier.

Evaluate the energies at the first claimed threshold, r_s = π/2. For p equal components, x_i = 1/p, and the sum gives

E_p/Ry* = 2/(p r_s²) − 16/(3π√p r_s).

At r_s = π/2 this becomes (8/π²)[1/p − 4/(3√p)]. The bracket is −0.417 for p = 4, −0.436 for p = 3 and −0.443 for p = 2. The three-component state is already below the four-component state, and the two-component state is lower still. The supposed first step comes after two changes of the lowest state.

**The right solution**

Write t = 1/√p and t₀ = 4r_s/(3π). Factoring 2/r_s² out of E_p leaves t² − (8r_s/(3π))t = t² − 2t₀t. Completing the square gives

E_p = (2Ry*/r_s²)[(t − t₀)² − t₀²].

At a given r_s, the lowest state is the one whose t lies nearest t₀. The available values are

t = 0.500, 0.577, 0.707, 1.000 for p = 4, 3, 2, 1.

As r_s rises, t₀ moves steadily to the right. The nearest value changes each time t₀ passes the midpoint of two neighbours, so no component number is skipped. Setting t₀ = (1/√p + 1/√q)/2 gives the crossing of states p and q:

r_pq = (3π/8)(1/√p + 1/√q).

The three thresholds are

4→3: r_s = (3π/8)(1/2 + 1/√3) = 1.269
3→2: r_s = (3π/8)(1/√3 + 1/√2) = 1.513
2→1: r_s = (3π/8)(1/√2 + 1) = 2.011

At small r_s, t₀ is near zero and four components win, because spreading the electrons lowers the kinetic energy. At large r_s, t₀ exceeds 1 and one component wins, because a larger Fermi disc gains more exchange energy.

Other pairs also cross, for example 4 and 2 at r_s = 1.422. There t₀ is 0.604, which is closer to 0.577 than to 0.500 or 0.707, so p = 3 lies below both. A layer with a single valley has only p = 2 and p = 1, and its one threshold is the same 2.011 in this definition of r_s.

**Does equal filling hide a better state?**

Suppose the fractions may differ, while each component remains a uniform Fermi disc. At a minimum, all occupied components must have the same f′(x_i) = μ. With s = √x this condition reads

4s²/r_s² − 8s/(πr_s) = μ.

It is quadratic in s, and its two roots add up to 2r_s/π. Occupied components can therefore have at most two different values, s₀ − d and s₀ + d, where s₀ = r_s/π and 0 < d < s₀. In the same notation f″ = (4/r_s²)(1 − s₀/s), so the curvatures are

c₋ = −(4/r_s²) d/(s₀ − d),  c₊ = (4/r_s²) d/(s₀ + d).

If two or more components have the smaller value, a transfer between two of them lowers the energy, because c₋ is negative. If one has the smaller value and k ≥ 1 have the larger, take δ/k from each larger component and add δ to the smaller one. The second-order change is

½δ²(c₋ + c₊/k) = (2dδ²/r_s²)[−1/(s₀ − d) + 1/(k(s₀ + d))].

This is negative because k(s₀ + d) > s₀ − d. An unequal stationary state is thus never a minimum. A lowest state exists, since the energy is continuous on a closed and bounded set of fractions, so it must have equal filling among its occupied components. Within this class of states, the restriction in the problem loses nothing.

**What the instability values do mean**

A p-component state must also resist leakage into an empty component. Taking a small δ equally from the filled components changes the energy by −μδ to leading order. The cost is positive if

μ = 4/(p r_s²) − 8/(π√p r_s) < 0, that is, r_s > π/(2√p).

Consider the 4→3 crossing at 1.269. Against these transfers of charge, the four-component state is stable up to 1.571, and the three-component state is stable down to 0.907. At the crossing both are local minima with respect to the fillings. The same holds at 1.513, which lies between 1.111 and 1.814, and at 2.011, which lies between 1.571 and 2.221. Among states made of uniform Fermi discs, the fillings therefore jump, and the old state remains a local minimum for some way beyond the crossing. This does not prove that it is metastable in a wider sense. States that mix components, such as spin or valley spirals, lie outside this comparison and can have lower Hartree-Fock energy.

**Numbers for a silicon layer**

Take rough typical parameters of a silicon (100) inversion layer under oxide: in-plane mass 0.19 m₀ and relative permittivities 11.7 and 3.9. The ideal layer sees their mean, 7.80. These give a = 2.172 nm and Ry* = 42.49 meV. From n = 1/(πa²r_s²), the first threshold lies at

n = 1/[π(2.172×10⁻⁷ cm × 1.269)²] = 4.19×10¹² cm⁻².

The next two lie at 2.95×10¹² and 1.67×10¹² cm⁻². At a crossing 2t₀ = t_p + t_q, so the common energy is −2t_p t_q Ry*/r_s². For 4→3 this is −2 × 0.500 × 0.577/1.269² = −0.358 Ry*, or −15.2 meV per electron. The competition is close: midway between the first two thresholds, the lowest state is only 0.35 meV per electron below the next one. Midway between the last two, the margin is 0.75 meV.

**How far the thresholds can be trusted**

Ordinary silicon (100) layers at densities of a few 10¹² cm⁻² and low magnetic field have all four components occupied, so the ideal thresholds do not describe them. Two neglected effects are large. The first is thickness: in the trial profile given next, the mean depth of the electrons at the ideal crossings is 2.0 to 2.6 nm, comparable to a. Let the layer have the normal density profile b³z²e^(−bz)/2, with b chosen at each n to minimize the Hartree energy without image terms, for a depletion density of 10¹¹ cm⁻², and include the image term in exchange. At fixed n the profile is kept the same for all p. The thresholds then move to r_s = 2.26, 2.78 and 3.87, and the densities fall by factors of 3.2 to 3.7. These values depend on the profile by about 5%. A self-consistent Hartree profile gives 2.17, 2.67 and 3.69, and the trial profile with the image potential included in the choice of b gives 2.35, 2.91 and 4.08, so the density factors range from 2.9 to 4.1.

The second is correlation. In the random-phase approximation for the zero-thickness layer, correlation lowers the four-component state by 22.3 meV and the three-component state by 19.6 meV at the first ideal crossing. The difference of 2.7 meV favours four components and far exceeds the Hartree-Fock margins above. With this energy included, the calculated sequence collapses to a single change, 4→1, at r_s = 6.1 or n = 0.18×10¹² cm⁻². This approximation omits exchange corrections to correlation, so 6.1 is not a prediction for silicon. It does show that both the thresholds and the existence of the intermediate states depend on what Hartree-Fock leaves out.

Other effects are smaller or limit the range of use:

- A valley splitting of 0.5 meV, with equal fillings retained, moves the first two thresholds to 1.246 and 1.475. The last stays at 2.01, because the two- and one-component states both lie wholly in the lower valley and gain the same energy per electron.
- Whether one subband suffices at the ideal crossings depends on exchange. At the last one, the kinetic Fermi energy rises from 21 to 42 meV, while triangular-well estimates put the next subband 36 meV up and the other valleys 33 meV up. Those estimates use a constant field and are too large, because the field weakens across the electron layer. A self-consistent Hartree well puts the next subband only about 23, 20 and 16 meV up at the three crossings, below the kinetic Fermi energies of both competing states. Exchange reverses most of this comparison. To first order on the Hartree wave functions, it lowers the Fermi edge of the lowest subband by 24 to 31 meV and the bottom of the next subband by only 1 to 2 meV. The next subband then lies above the Fermi level of the two competing states by about 24 and 18 meV at 4→3, 21 and 12 meV at 3→2, and 18 and 2 meV at 2→1, with the other valleys 2 to 3 meV higher. The image potential reduces the margins of the next subband by about 3 meV. In this estimate the assumption is marginal only for the one-component state at the last crossing.
- At 300 K the thermal energy is 26 meV, comparable to the Fermi energies, so a zero-temperature comparison does not apply. At 4 K it is 0.34 meV, about 1% of them.
- The oxide field is 0.8 to 2.0 MV/cm, well below the rough 10 MV/cm at which good silicon dioxide breaks down.

The remaining values are in the numerical output.

Computed results

```
masses 0.19, 0.916 m0; permittivities 11.7, 3.9
mean permittivity 7.80; depletion 1.0e+11 cm^-2
effective Bohr radius 2.172 nm; Ry* 42.49 meV
ideal Hartree-Fock
  4->3: r_s=1.269, n=4.187e12 cm^-2
  3->2: r_s=1.513, n=2.946e12 cm^-2
  2->1: r_s=2.011, n=1.668e12 cm^-2
  energy at 4->3: -0.3584 Ry* = -15.23 meV
  energy at 3->2: -0.3566 Ry* = -15.15 meV
  energy at 2->1: -0.3496 Ry* = -14.86 meV
bypassed crossings r_s: 4->2 1.422, 4->1 1.767, 3->1 1.858
upper stability r_s: p=4 1.571, p=3 1.814, p=2 2.221
lower stability r_s: p=3 0.907, p=2 1.111, p=1 1.571
gap to next state at r_s=1.391: 0.352 meV
gap to next state at r_s=1.762: 0.750 meV
thermal energy: 4 K 0.345 meV, 300 K 25.852 meV
Hartree-Fock with finite thickness (r_s to 20)
  4->3: r_s=2.257, n=1.324e12 cm^-2
  3->2: r_s=2.781, n=0.872e12 cm^-2
  2->1: r_s=3.871, n=0.450e12 cm^-2
ideal layer with RPA correlation (r_s to 30)
  4->1: r_s=6.117, n=0.180e12 cm^-2
  RPA correlation at 4->3: p=4 -22.34, p=3 -19.63 meV
  RPA correlation at 3->2: p=3 -18.44, p=2 -15.03 meV
  RPA correlation at 2->1: p=2 -13.75, p=1 -9.12 meV
ideal with valley splitting 0.5 meV
  4->3: r_s=1.246, n=4.344e12 cm^-2
  3->2: r_s=1.475, n=3.102e12 cm^-2
  2->1: r_s=2.011, n=1.668e12 cm^-2
at the ideal crossings:
  4->3: mean depth 1.99 nm, oxide field 1.99 MV/cm
    kinetic Fermi energy 26.4 -> 35.2 meV
    next subband 63.5 meV, other valleys 58.5 meV
  3->2: mean depth 2.22 nm, oxide field 1.41 MV/cm
    kinetic Fermi energy 24.7 -> 37.1 meV
    next subband 50.9 meV, other valleys 46.9 meV
  2->1: mean depth 2.62 nm, oxide field 0.82 MV/cm
    kinetic Fermi energy 21.0 -> 42.0 meV
    next subband 36.0 meV, other valleys 33.1 meV
```
